# An unstable polar mode does not guarantee ferroelectric order

In a hydrogen-bonded crystal a proton may have two equivalent positions between its neighbouring oxygen atoms. If all protons shift to corresponding sides, the crystal can acquire a polarization. Place every proton at the midpoint and compute the force constants: the uniform polar displacement has negative stiffness, hence an imaginary harmonic frequency. Must the crystal become ferroelectric when it is cooled?

The belief that it must has a sound classical core. Negative curvature means that the symmetric arrangement of point particles is not an energy minimum, and at zero temperature classical particles settle in a minimum. But a proton has a wavefunction of finite width, and the curvature at one point does not determine its energy.

## The model and its classical answer

Let each lattice site carry one coordinate $x_i$, with

$$H=\sum_i\left[\frac{p_i^2}{2M}+V(x_i)\right]-\frac12\sum_{ij}J_{ij}x_ix_j,\qquad V(x)=U\left(\frac{x^2}{x_0^2}-1\right)^2 .$$

The barrier is $U$ and the wells lie at $\pm x_0$. All sites are equivalent, $J_{ij}=J_{ji}\ge0$, $J_{ii}=0$, and $J=\sum_jJ_{ij}>0$. Expanding the well,

$$V=U-\frac{2U}{x_0^2}x^2+\frac{U}{x_0^4}x^4 ,$$

gives the curvature $-4U/x_0^2$ at the midpoint. A uniform displacement $m$ adds $-Jm^2/2$ per site, so the harmonic stiffness of the uniform mode is $-4U/x_0^2-J$, which is negative.

Classically, the energy per site is $V(m)-Jm^2/2$. With $B=4U/x_0^4$, its derivative is $Bm(m^2-x_0^2)-Jm$. The nonzero solutions,

$$m^2=x_0^2+\frac{J}{B},$$

are the minima. Uniform order is the best choice because $m_im_j\le(m_i^2+m_j^2)/2$, so the coupling energy cannot fall below $-\frac J2\sum_im_i^2$. The classical model therefore orders at zero temperature for every $J>0$.

## What zero-point motion changes

Mean field here means the best product state. By the same inequality, all sites may be given the same normalized wavefunction $\psi$. Write $h=p^2/2M+V$, with levels $E_0<E_1<\dots$, and $m=\langle x\rangle$. The energy per site is

$$E[\psi]=\langle h\rangle-\tfrac12Jm^2 .$$

For any force $F$,

$$\frac{F^2}{2J}-Fm=\frac{(F-Jm)^2}{2J}-\frac{Jm^2}{2}.$$

The left side is smallest at $F=Jm$, where it equals the coupling energy. Minimizing over $\psi$ first then gives

$$\min_\psi E[\psi]=\min_F\left[E_0(F)+\frac{F^2}{2J}\right],$$

where $E_0(F)$ is the ground energy of $h-Fx$. The first-order shift vanishes by parity. Second-order perturbation theory gives

$$E_0(F)=E_0-\tfrac12\chi_0F^2+O(F^4),\qquad \chi_0=2\sum_{n>0}\frac{|\langle n|x|0\rangle|^2}{E_n-E_0}.$$

Since $m=-dE_0/dF$, $\chi_0$ is the displacement of an isolated site per unit force. The mean-field energy is

$$E_0+\tfrac12F^2\left(\frac1J-\chi_0\right)+O(F^4).$$

If $J\chi_0>1$, a small polarization lowers the energy and order is certain within mean field. If $J\chi_0<1$, the disordered state is locally stable. Classically, an arbitrarily small force selects one well at zero temperature. Quantum mechanically, localizing the particle mixes in states across a finite gap, so the response is finite.

## A disordered interval exists

Local stability does not exclude a lower state at large $m$. A bound shows that, for sufficiently small but nonzero $J$, there is none.

Split $\psi=e+o$ into even and odd parts. Since $x$ changes parity, $m=2\,\mathrm{Re}\langle xe|o\rangle$, and the Cauchy–Schwarz inequality gives

$$m^2\le4\|o\|^2\|xe\|^2 .$$

Next bound $x^2$ by the energy. With $y=x^2-x_0^2$ we have $V=By^2/4$. For any $c_2>0$, the maximum of $y-c_2By^2/4$ is $1/(c_2B)$. Because the kinetic energy is non-negative, $V\le h$, so

$$x^2\le x_0^2+\frac1{c_2B}+c_2h=c_1+c_2(h-E_0),\qquad c_1=x_0^2+\frac1{c_2B}+c_2E_0 .$$

The choice $c_2=1/\sqrt{BE_0}$ minimizes $c_1$, giving $c_1=x_0^2+2\sqrt{E_0/B}$.

Let $\varepsilon=\langle e|h-E_0|e\rangle\ge0$ and $\Delta=E_1-E_0$. The lowest odd state of a symmetric one-dimensional well is the first excited state, so the odd part costs at least $\Delta\|o\|^2$. Since $\|e\|^2$ and $\|o\|^2$ do not exceed one,

$$\tfrac12Jm^2\le2J\|o\|^2(c_1+c_2\varepsilon)\le2Jc_1\|o\|^2+2Jc_2\varepsilon ,$$

and therefore

$$E[\psi]-E_0\ge(\Delta-2Jc_1)\|o\|^2+(1-2Jc_2)\varepsilon .$$

The right side is non-negative whenever

$$J\le\min\left[\frac{\Delta}{2c_1},\frac{\sqrt{BE_0}}2\right].$$

This limit is positive for every finite mass and barrier. Below it the quantum mean-field state is disordered, although the classical model orders and the harmonic mode is unstable.

## The same well with two masses

Take $U=200$ meV, $x_0=0.020$ nm and $J=60$ eV/nm². The harmonic stiffness is $-2000-60=-2060$ eV/nm². Here $B=4(0.200)/(0.020)^4=5\times10^6$ eV/nm⁴, so the classical displacement is $\sqrt{4.00\times10^{-4}+0.12\times10^{-4}}=0.0203$ nm.

Now put a proton or a deuteron in this well, holding $U$, $x_0$ and $J$ fixed.

| | Proton | Deuteron |
|---|---:|---:|
| $E_0$ (meV) | 142 | 116 |
| $\Delta$ (meV) | 72.7 | 24.8 |
| $\chi_0$ (nm²/eV) | 0.00646 | 0.02125 |
| $J\chi_0$ | 0.387 | 1.275 |

The proton system is disordered; the deuteron system orders. The proton's ground level lies below the barrier top, so disorder does not require a ground level above the barrier.

The analytic bound guarantees proton disorder up to 49 eV/nm², which is below the chosen $J$. The remaining range needs a global check. At 98% of the local threshold $1/\chi_0=154.9$ eV/nm², $E_0(F)+F^2/2J$ was evaluated at 80 equally spaced nonzero forces up to $F=2Jx_0$, and none gave an energy below $E_0$. This range covers $|m|\le2x_0$. For larger displacements, $\langle x^2\rangle\ge m^2$ and the non-negative variance of $x^2$ give

$$E[\psi]\ge U\left(\frac{m^2}{x_0^2}-1\right)^2-\frac{Jm^2}{2}.$$

At $|m|=2x_0$ this is about $1800-121=1679$ meV, far above $E_0$, and it grows with $|m|$. Lowering $J$ only raises the energy of a polar state, so the result carries over to $J=60$ eV/nm². The scan is numerical evidence for this well, not a theorem that every potential has a continuous transition.

The deuteron's mean displacement is 0.0104 nm, about half the classical value. With 20 dipoles per nm³ and effective charge $1e$, the polarization is $20\times0.0104=0.208\,e$/nm², or 3.3 μC/cm².

## The heavy-particle limit

To see how classical order returns, let $w_n=|\langle n|x|0\rangle|^2$ and $D_n=E_n-E_0$. Completeness gives $\sum_{n>0}w_n=\langle x^2\rangle$ in the ground state of $h$. The commutator $[x,[h,x]]=\hbar^2/M$ has ground-state expectation value $2\sum_nw_nD_n$, so $\sum_nw_nD_n=\hbar^2/2M$. By Cauchy–Schwarz,

$$\langle x^2\rangle^2\le\left(\sum_{n>0}\frac{w_n}{D_n}\right)\left(\sum_{n>0}w_nD_n\right)=\frac{\chi_0}{2}\,\frac{\hbar^2}{2M},$$

and hence

$$\frac1{\chi_0}\le\frac{\hbar^2}{4M\langle x^2\rangle^2}.$$

As $M\to\infty$, a narrow packet at a well bottom has vanishing energy, so $E_0\to0$. Since $\langle V\rangle\le E_0$, $\langle x^2\rangle\to x_0^2$ and the threshold tends to zero. For 1, 2, 4 and 8 proton masses it is 155, 47.0, 8.65 and 0.83 eV/nm². At $J=60$ eV/nm², order begins at 1.78 u.

## The stiffness that an experiment would sense

Apply a small extra force $f$ to every proton. Each site feels $f+Jm$, so $m=\chi_0(f+Jm)$ and

$$\chi=\frac mf=\frac{\chi_0}{1-J\chi_0},\qquad \frac1\chi=\frac1{\chi_0}-J .$$

For the proton the static stiffness is $154.9-60=94.9$ eV/nm². It is positive, whereas the harmonic value is $-2060$ eV/nm².

Averaging the local curvature over the wavefunction is no substitute for this calculation. That average, $B(3\langle x^2\rangle-x_0^2)$, is about 1600 eV/nm² for the isolated proton and 2100 eV/nm² for the isolated deuteron. It is larger for the particle that orders.

At temperature $T$, let $w_n^T$ be the Boltzmann weights. The levels have no first-order shift in $F$, so the weights do not change at that order, and differentiating the second-order shifts gives

$$\chi_0(T)=2\sum_nw_n^T\sum_{k\ne n}\frac{|\langle k|x|n\rangle|^2}{E_k-E_n}.$$

Replacing energy by free energy in the mean-field argument gives the instability condition $J\chi_0(T)=1$. The deuteron system meets it at 138 K, a mean-field value that correlations lower substantially (see below). For the proton, $J\chi_0(T)$ is 0.35 at 300 K and stays below one at all temperatures sampled from 20 to 400 K.

## Beside real crystals

The parameters are round values chosen for illustration; they do not describe a particular crystal. The assumption $J_{ij}\ge0$ leaves out long-range dipole forces, which have both signs, so $J$ is an effective coupling and non-uniform order is not considered. The polarization above is assigned to the proton charge alone, whereas in the crystal discussed next it is carried largely by heavier ions that move nearly perpendicular to the proton shifts. In potassium dihydrogen phosphate, a hydrogen-bonded ferroelectric, deuteration raises the transition temperature from roughly 120 K to roughly 220 K at ambient pressure, and sufficient pressure suppresses order in the protonated form. The model shares the direction of the mass effect but not its size: if $J$ is raised to 155 eV/nm² so that the proton orders at 123 K, the deuteron orders near 490 K, and if $J$ is set to 80 eV/nm² so that the deuteron orders at 220 K, the proton does not order at all. A mass change in this fixed well therefore does not account for the measured shift. Its proton contribution to the relative permittivity, 3.8, is small for such materials because the chosen coupling is far from threshold. Real deuteration also changes the bond geometry, which was held fixed here. That matters: at fixed $U$ and $J$, increasing $x_0$ by 20%, to 0.0240 nm, brings even the proton to the ordering threshold. Motion of the heavier lattice with the proton would also favour order if it raised the effective mass; in mean field, order would set in at 1.78 u.

Mean field neglects correlations between neighbours. Suppose each site has six equal neighbours, and treat one bond exactly. The order criterion, still with threshold one, changes from 0.387 to 0.344 for the proton and from 1.275 to 1.309 for the deuteron. These changes mix correlation with a change in the form of the criterion. To separate the two, let $r=J\chi_0$. Treating the same bond by linear response, without correlation, gives $\frac56r/(1-r/6)$, which still equals one at $r=1$ but is 0.345 for the proton and 1.349 for the deuteron. The exact pair therefore lowers the criterion by less than 0.5% and by about 3%, and both verdicts stand. One bond captures only part of the correlation, however. If only the two lowest levels of each site are kept, the model becomes the transverse-field Ising model, which on a simple cubic lattice orders only above $r\approx1.16$. The deuteron's two-level value, 1.271, still exceeds this, but by a smaller margin. The transition temperature is much more sensitive than the verdict: in this two-level cubic model order is lost at roughly 70 to 80 K, little more than half the mean-field 138 K. Neither estimate includes the local rules that restrict proton arrangements around each phosphate group, so they do not bound the error for a real crystal.

A field of 1 MV/cm exerts 0.1 eV/nm on charge $e$ and displaces the proton by 0.00105 nm, within 0.4% of linear response. The model does not describe electrical breakdown.

An imaginary harmonic frequency thus shows that the symmetric point is classically unstable. For the well studied here, quantum order in mean field requires the coupling to exceed $1/\chi_0$. The numerical output lists the main computed values.

## Table of computed values

```
Barrier U: 200 meV
Half-separation x0: 0.020 nm
Coupling J: 60.0 eV/nm^2
Coupling energy J x0^2: 24.0 meV
Dipole density: 20 per nm^3
Effective charge: 1.0 e
Single-site curvature at x=0: -2000 eV/nm^2
Harmonic stiffness of uniform mode: -2060 eV/nm^2
Classical displacement at T=0: 0.02030 nm
Classical polarization at T=0: 6.50 uC/cm^2
Classical mean-field transition: 269 K
proton: mass 1.0073 u
proton: E0 above well bottom 141.60 meV
proton: E1 above well bottom 214.27 meV
proton: gap E1-E0 72.67 meV
proton: rms displacement 0.01550 nm
proton: chi0 0.006456 nm^2/eV
proton: threshold coupling 1/chi0 154.90 eV/nm^2
proton: J*chi0 0.3874 (no unit)
deuteron: mass 2.0136 u
deuteron: E0 above well bottom 115.80 meV
deuteron: E1 above well bottom 140.57 meV
deuteron: gap E1-E0 24.77 meV
deuteron: rms displacement 0.01656 nm
deuteron: chi0 0.021250 nm^2/eV
deuteron: threshold coupling 1/chi0 47.06 eV/nm^2
deuteron: J*chi0 1.2750 (no unit)
Mass 1 m_p: lower bound, threshold, upper bound 49.33, 154.9, 179.7 eV/nm^2
Mass 2 m_p: lower bound, threshold, upper bound 17.57, 47.01, 69.04 eV/nm^2
Mass 4 m_p: lower bound, threshold, upper bound 3.943, 8.652, 24.85 eV/nm^2
Mass 8 m_p: lower bound, threshold, upper bound 0.4425, 0.8284, 10.19 eV/nm^2
Proton static stiffness 1/chi0-J: 94.90 eV/nm^2
Proton total susceptibility: 0.01054 nm^2/eV
Proton contribution to permittivity: 3.81 (no unit)
Deuteron mean displacement: 0.01040 nm
Deuteron polarization: 3.33 uC/cm^2
Deuteron energy gain by order: 0.391 meV
Deuteron mean-field transition: 138.3 K
Proton J*chi at 300 K: 0.3477 (no unit)
Proton largest J*chi, 20 to 400 K: 0.3874 (no unit)
Neighbours in pair cluster: 6
Pair-cluster order ratio, proton: 0.3443 (no unit)
Pair-cluster order ratio, deuteron: 1.3085 (no unit)
Proton displacement at 1 MV/cm: 0.001050 nm
Deviation from linear response at 1 MV/cm: -0.32 %
Critical mass at this J: 1.781 u
Critical half-separation for the proton: 0.02404 nm
```
